# Near-Field Heat Flux Between Two Surfaces: the Dilogarithm Formula

## 1. What dimensions fix

Two flat bodies face each other across a vacuum gap \(d\). Suppose the gap is so small that the fields in it are electrostatic, and that each material has a local permittivity \(\varepsilon_j(\omega)\). At a given frequency, \(d\) is then the only length in the problem. A surface wave with lateral wavevector \(k\) can cross with a probability that depends only on \(kd\) and on two dimensionless reflection factors \(r_1,r_2\). Hence

\[
\int_0^\infty k\,\mathcal T(\omega,k)\,dk=\frac{\Phi(r_1,r_2)}{d^2}.
\]

The power of \(d\) is settled before any calculation. The function \(\Phi\) will turn out to be

\[
\Phi=\frac{\operatorname{Im}r_1\,\operatorname{Im}r_2}{\operatorname{Im}(r_1r_2)}\,\operatorname{Im}\operatorname{Li}_2(r_1r_2).
\]

The flux therefore contains the imaginary part of a dilogarithm, but its coefficient is not a constant: it varies with frequency and material.

**Conventions.** The algebra uses atomic units with \(\hbar=k_B=1\) and \(\nabla\cdot\mathbf D=4\pi\rho\). Fields vary as \(e^{-i\omega t}\). The bodies are thick, isotropic, nonmagnetic and passive, so \(\operatorname{Im}\varepsilon_j>0\) for \(\omega>0\). Each has a uniform temperature \(T_j\).

## 2. Reflection and absorbed power

Let a body fill \(z<0\). Take one real lateral mode, \(\sqrt2\cos(\mathbf K\cdot\mathbf r)\) with \(|\mathbf K|=k\), whose square averages to one over the surface. Laplace's equation allows only \(e^{\pm kz}\), so the potential amplitude is

\[
f(z)=\phi_0(e^{kz}-r e^{-kz})\quad(z>0),\qquad f(z)=t\phi_0e^{kz}\quad(z<0).
\]

Continuity of the potential gives \(1-r=t\). Continuity of the normal displacement gives \(1+r=\varepsilon t\). Eliminating \(t\),

\[
r=\frac{\varepsilon-1}{\varepsilon+1},\qquad
\operatorname{Im}r=\frac{2\operatorname{Im}\varepsilon}{|\varepsilon+1|^2}>0.
\]

The power delivered per volume is \(\mathbf E\cdot\partial_t\mathbf D/4\pi\). With \(\mathbf E=-\nabla\phi\) and \(\nabla\cdot\mathbf D=0\), this equals \(-\nabla\cdot(\phi\,\partial_t\mathbf D)/4\pi\). The outward normal is \(+z\), and \(D_z=-\partial_z\phi\) in vacuum. The mean power entering the body per area is therefore

\[
P=\frac{\langle\phi\,\partial_t\partial_z\phi\rangle}{4\pi}
=\frac{\omega}{8\pi}\operatorname{Im}[f^*f']_{z=0}.
\]

Since \(f^*f'=k|\phi_0|^2(1-r^*)(1+r)\), whose imaginary part is \(2k|\phi_0|^2\operatorname{Im}r\),

\[
P=\frac{\omega k}{4\pi}\operatorname{Im}r\,|\phi_0|^2
=\frac{\omega k}{2\pi}\operatorname{Im}r\,\langle\phi_0^2\rangle_t .
\]

The last form uses the time average \(\langle\phi_0^2\rangle_t=|\phi_0|^2/2\), and it can be applied to a noise spectrum.

## 3. The thermal field of one body

Thermal motion makes an isolated body produce an outside potential \(a\,e^{-kz}\) in this mode. To find its strength, place a test sheet of charge amplitude \(\sigma\) at \(z_0>0\). The sheet's potential is \((2\pi\sigma/k)e^{-k|z-z_0|}\), so the amplitude incident on the body is \(\phi_0=(2\pi\sigma/k)e^{-kz_0}\). Over an area \(A\), the coupling energy is

\[
H'=A\sigma a\,e^{-kz_0}=\frac{kA}{2\pi}\phi_0a=-Fa,\qquad F=-\frac{kA}{2\pi}\phi_0 .
\]

The induced amplitude is \(a=-r\phi_0\). Thus \(a=\chi F\) with \(\chi=2\pi r/(kA)\). The fluctuation-dissipation theorem, taken here as the physical premise, then gives the symmetrized spectrum

\[
S_a(\omega)=2\left(n+\tfrac12\right)\frac{2\pi}{kA}\operatorname{Im}r,
\qquad \langle a^2\rangle=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}S_a(\omega),
\]

where \(n=1/(e^{\omega/T}-1)\).

## 4. Transmission across the gap

Body 1 fills \(z<0\) and body 2 fills \(z>d\). Let \(b\) be the amplitude incident on the surface of body 2. It consists of the direct wave \(a e^{-kd}\) and the part of \(b\) that has made a round trip. A round trip contributes the two reflections \((-r_2)(-r_1)\) and the decay \(e^{-2kd}\). With \(R=r_1r_2\),

\[
b=a e^{-kd}+R e^{-2kd}b
\quad\Rightarrow\quad
b=\frac{a e^{-kd}}{1-R e^{-2kd}} .
\]

Insert the spectrum of \(b\) into the absorbed power. The factors of \(k\) and \(2\pi\) cancel, and one mode carries per area

\[
\frac1A\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,
\omega\left(n_1+\tfrac12\right)
\frac{2\operatorname{Im}r_1\operatorname{Im}r_2e^{-2kd}}{|1-Re^{-2kd}|^2}.
\]

The integrand is even in \(\omega\), so restricting it to \(\omega>0\) turns the 2 into a 4:

\[
\mathcal T=\frac{4\operatorname{Im}r_1\operatorname{Im}r_2\,e^{-2kd}}
{|1-R e^{-2kd}|^2}.
\]

A cosine and a sine for each pair \(\pm\mathbf K\) make one real mode per \(\mathbf K\), so \(\sum_{\mathbf K}\to A\int k\,dk/2\pi\). The fluctuations of the two bodies are independent, and \(\mathcal T\) is unchanged when the bodies are exchanged. Subtracting the reverse flow therefore removes the zero-point terms:

\[
q_\omega=\frac{\Theta(\omega,T_1)-\Theta(\omega,T_2)}{4\pi^2}
\int_0^\infty k\mathcal T\,dk,\qquad
\Theta=\frac{\omega}{e^{\omega/T}-1}.
\]

This transmission was tested by a different route: fluctuating polarization sheets throughout body 1, with the resulting loss integrated throughout body 2. For two sets of permittivities, wavevectors and gaps the largest relative difference was \(2\times10^{-16}\).

**An upper limit.** Put \(u=r_1e^{-kd}\) and \(v=r_2e^{-kd}\). Expanding both squares shows that

\[
|1-uv|^2-4\operatorname{Im}u\operatorname{Im}v=|1-uv^*|^2\ge0 .
\]

Hence \(\mathcal T\le1\), with equality when \(r_1r_2^*e^{-2kd}=1\). Identical bodies with \(|r|>1\) meet this condition at \(k_*=\ln|r|/d\). Bodies for which \(r_1r_2^*\) is not real and positive cannot meet it.

## 5. The wavevector integral

Set \(x=e^{-2kd}\), so that \(k=-\ln x/(2d)\) and \(dk=-dx/(2dx)\), where the denominator is the product of \(2\), the gap and \(x\). The limits \(k=0,\infty\) become \(x=1,0\), and

\[
\int_0^\infty\frac{k\,e^{-2kd}\,dk}{|1-Re^{-2kd}|^2}
=\frac1{4d^2}\int_0^1\frac{-\ln x}{|1-Rx|^2}\,dx .
\]

To remove the squared modulus, note that

\[
\operatorname{Im}\frac{R}{1-Rx}
=\frac{\operatorname{Im}[R(1-R^*x)]}{|1-Rx|^2}
=\frac{\operatorname{Im}R}{|1-Rx|^2},
\]

because \(|R|^2x\) is real. For \(\operatorname{Im}R\ne0\) the remaining integral is

\[
I=\int_0^1(-\ln x)\frac{R}{1-Rx}\,dx
=\int_0^1\ln x\;\frac{d}{dx}\ln(1-Rx)\,dx .
\]

Integrate by parts. At \(x=1\) the boundary term vanishes through \(\ln x\). At \(x\to0\) it behaves as \(-Rx\ln x\) and also vanishes. Therefore

\[
I=-\int_0^1\frac{\ln(1-Rx)}{x}\,dx=\operatorname{Li}_2(R).
\]

Multiplying by \(4\operatorname{Im}r_1\operatorname{Im}r_2/(4d^2\operatorname{Im}R)\) gives the announced result:

\[
\boxed{\;
q_\omega=\frac{\Theta(\omega,T_1)-\Theta(\omega,T_2)}{4\pi^2d^2}\,
\frac{\operatorname{Im}r_1\operatorname{Im}r_2}{\operatorname{Im}R}\,
\operatorname{Im}\operatorname{Li}_2(R)\;}
\]

**Branch.** The series \(\sum R^n/n^2\) was not used, so \(|R|>1\) is allowed. This matters because \(|R|>1\) occurs near a surface resonance. Passivity places each \(\arg r_j\) strictly between 0 and \(\pi\), so \(\arg R\) lies strictly between 0 and \(2\pi\). Thus \(R\) never reaches the positive real axis, \(1-Rx\) never reaches the negative real axis or zero, and the principal logarithm applies throughout.

Direct quadrature over \(k\), for five pairs of reflection factors at two gaps each, agreed with the formula to a relative \(9\times10^{-16}\). The pairs included \(|R|\) below and above one and points close to the cut on both sides.

## 6. Three limits

**Weak reflection.** For \(|R|\ll1\), \(\operatorname{Li}_2(R)=R+R^2/4+\dots\). Since \(\operatorname{Im}R^2=2\operatorname{Re}R\operatorname{Im}R\),

\[
\Phi\simeq\operatorname{Im}r_1\operatorname{Im}r_2\left(1+\tfrac12\operatorname{Re}R\right).
\]

The first term describes a single crossing; the second is the leading effect of repeated reflection.

**Real product.** When \(\operatorname{Im}R\to0\) at fixed positive \(\operatorname{Im}r_j\), \(R\) must be negative. The quotient \(\operatorname{Im}\operatorname{Li}_2(R)/\operatorname{Im}R\) becomes the derivative \(\operatorname{Li}_2'(R)\), and

\[
\Phi\to-\operatorname{Im}r_1\operatorname{Im}r_2\,\frac{\ln(1-R)}{R}.
\]

For \(r_1=r_2=is\) this is \(\Phi=\ln(1+s^2)\). In that case \(\mathcal T=\operatorname{sech}^2(kd-\ln s)\). For \(s\gg1\) a stronger resonance does not raise the maximum of \(\mathcal T\), which is already one; it moves the maximum to larger \(k\). The area \(\int\mathcal T\,dk\) tends to \(2/d\), and weighting it with \(k_*=\ln s/d\) gives \(2\ln s/d^2\), as it should. The growth with resonance strength is only logarithmic.

**Small loss beside a resonance.** Take identical bodies with \(r=\rho+i\eta\), \(\rho>1\) and \(\eta\to0^+\). The logarithm has imaginary part \(-\pi\) for \(x>1/R\), so \(\operatorname{Im}\operatorname{Li}_2(R)\to\pi\int_{1/R}^1dx/x=\pi\ln R=2\pi\ln\rho\). With \(\operatorname{Im}R=2\rho\eta\),

\[
\Phi\simeq\pi\eta\,\frac{\ln\rho}{\rho}.
\]

Here the dilogarithm has a finite imaginary part while the flux vanishes with the loss. The prefactor is indispensable.

## 7. Example: two NiO surfaces

NiO is a convenient case because its rocksalt lattice has one dominant infrared-active phonon. The model leaves out weaker multiphonon structure and the frequency dependence of the damping. It also takes \(\mu=1\), although NiO is antiferromagnetic at these temperatures. Its permittivity is represented by

\[
\varepsilon=\varepsilon_\infty
\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega}.
\]

Rough typical values are \(\omega_T=0.049\) eV, \(\omega_L=0.072\) eV, \(\gamma=0.002\) eV and \(\varepsilon_\infty=5.7\). The surfaces are at 400 K and 300 K, the gap is 10 nm, and both surfaces have the same permittivity.

Substituting \(\varepsilon\) into \(r\) and separating its high-frequency value gives

\[
r=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+1}
+\frac{2\varepsilon_\infty(\omega_L^2-\omega_T^2)}
{(\varepsilon_\infty+1)^2(\omega_s^2-\omega^2-i\gamma\omega)},
\qquad
\omega_s^2=\frac{\varepsilon_\infty\omega_L^2+\omega_T^2}{\varepsilon_\infty+1}.
\]

The pole is the surface phonon, at \(\omega_s=0.0691\) eV. There the second term is purely imaginary, so \(\operatorname{Re}r=4.7/6.7=0.70\), while \(\operatorname{Im}r=5.12\). Consequently

\[
R=(0.70+5.12i)^2\simeq-25.7+7.2i,\qquad
\Phi=\frac{5.117^2}{7.180}\times0.9047=3.30 .
\]

The purely imaginary estimate \(\ln(1+5.12^2)=3.30\) is already close. Other energies show how the factors share the work:

| \(E\) (eV) | \(\operatorname{Im}\operatorname{Li}_2(R)\) | prefactor | \(\Phi\) |
|---|---|---|---|
| 0.0600 | 1.689 | 0.0236 | 0.040 |
| 0.0660 | 4.619 | 0.110 | 0.509 |
| 0.0691 | 0.905 | 3.65 | 3.30 |
| 0.0720 | −0.956 | −0.322 | 0.308 |
| 0.0800 | 0.024 | 0.077 | 0.0018 |

Among these energies the dilogarithm part is largest at 0.066 eV, but the flux factor is largest at the surface phonon. At 0.072 eV the dilogarithm part is negative, and the negative prefactor restores a positive flux. At 0.060 eV the small-loss formula gives \(\pi(0.0615)\ln(1.30)/1.30=0.039\), near the full 0.040.

At \(\omega_s\) the difference of thermal energies is 0.005635 eV. Restoring \(\hbar\), the flux per photon energy is

\[
q_E=\frac{1}{\hbar}\,
\frac{0.005635\ \text{eV}\times3.30}{4\pi^2(10\ \text{nm})^2}
=1.15\times10^5\ \text{W}/(\text{cm}^2\,\text{eV}).
\]

Integration over energy gives 389 W/cm², or \(2.43\times10^5\) eV/(s Å\(^2\)). The digits describe the model, not measured NiO: changing either phonon energy by 0.001 eV in both bodies, or \(\varepsilon_\infty\) by 0.3, moves the total by about 2 to 4 %. Changes of form can matter more: an added weak oscillator at 0.069 eV, of strength 0.02 to 0.1 and width 0.007 eV, raises the total by 5 to 7 %, and a damping of 0.008 eV lowers it by 19 %. Blackbody exchange between the same temperatures is 0.099 W/cm², smaller by a factor of about 3900. The range 0.06–0.08 eV carries 98.7 % of the electrostatic flux. Dividing the total by the resonant value gives an effective width of \(389/(1.15\times10^5)=0.0034\) eV, less than two dampings.

## 8. Where the result fails

**Large gaps.** A calculation with retardation, both polarizations and propagating waves gives 1.001, 1.12 and 5.9 times the electrostatic flux at 10, 100 and 1000 nm. Its normalization reproduced the Stefan-Boltzmann exchange to a relative \(1.5\times10^{-6}\) when all reflections were set to zero. The excess at 10 nm is \(0.0014\times389\simeq0.5\) W/cm². At 100 nm, where the electrostatic flux is 3.89 W/cm², it is again about 0.5 W/cm². The correction thus changes little over this range while the electrostatic part falls a hundredfold, which is why it becomes visible at 100 nm.

**Very small gaps.** At resonance the transmission peaks at \(k_*=\ln(26.7)/(2d)=0.16\) nm\(^{-1}\) for \(d=10\) nm. Local response becomes doubtful when \(k\) is an appreciable fraction of \(2\pi/a_0\), with \(a_0\simeq0.42\) nm the lattice constant. Taking one tenth of this, 1.5 nm\(^{-1}\), as a rough mark, a fraction \(10^{-11}\) of the flux lies above it at 10 nm, but one half does at 1 nm. The \(1/d^2\) law should not be extended to 1 nm on the strength of this model.

**Mismatch.** Section 4 showed that unit transmission needs reflection factors of equal phase, with \(|r_1r_2|>1\); their magnitudes may differ. Shifting one resonance against the other makes the phases differ and also changes \(|r_1r_2|\) across the resonance region; both affect the flux. If both phonon energies of one surface are raised by 0.001, 0.002 or 0.004 eV, all else fixed, the flux is multiplied by 0.90, 0.71 or 0.43. A shift of one damping thus costs nearly 30 %.

**Damping.** Changing \(\gamma\) in both bodies to 0.001 or 0.004 eV multiplies the flux by 0.88 or 0.98. Of the three values, the middle one gives the most heat. A maximum must exist, because the flux vanishes both for \(\gamma\to0\) and for \(\gamma\to\infty\). At small \(\gamma\) the resonance has a width of order \(\gamma\) and a height that grows only logarithmically, while the flux beside it is proportional to \(\gamma\) at each fixed frequency. By the small-loss formula it falls with detuning \(\delta\) only as \(\gamma\ln(1/\delta)/\delta\), so the wings add up to order \(\gamma\ln^2(1/\gamma)\), which outweighs the core but still vanishes. At large \(\gamma\) the frequency-dependent term of \(r\) in Section 7 is at most of order \(1/(\gamma\omega)\), so at every fixed frequency \(\operatorname{Im}r\), and with it \(\Phi\), tends to zero.

## 9. Beside a real thermal link

A flux of 389 W/cm² is comparable with the heat fluxes of demanding chips, which are roughly of order 100 W/cm² and higher at hot spots. It is a model value for ideal surfaces with a maintained difference of 100 K, and a parallel 10 nm gap over a useful area is far from typical manufacture. The flux also depends strongly on the width of the gap. If the whole gap opens to 20 nm, the flux drops to a quarter, about 97 W/cm². Slow waviness of amplitude 2 nm about a mean of 10 nm instead raises it by 6 %, because \(1/d^2\) favours the near places. The phonon values are rough, and strain, temperature or magnetic order may shift one surface against the other; the mismatch figures above size that effect. Conduction through spacers is not included and would have to be added.

Gas in the gap is a parallel path. With free-molecular flow and full thermal accommodation at both walls, nitrogen at about 265 Torr carries as much heat as the radiation; this pressure refers to the mean temperature of 350 K and corresponds to 245 Torr in a reservoir at 300 K. In that regime gas conduction is proportional to pressure, so keeping it below 1 % of the radiative flux requires less than about 2.5 Torr for this gap and these temperatures.

## Values computed for the example and the checks

```
largest relative error, transmission from sources: 2.2e-16
largest relative error, dilogarithm formula: 8.9e-16
relative error, blackbody normalization: 1.5e-06
NiO model: E_TO 0.049 eV, E_LO 0.072 eV, damping 0.002 eV
NiO model: high-frequency permittivity 5.7
temperatures: 400 K and 300 K; gap 10 nm
undamped surface phonon energy (eps = -1): 0.06906 eV
columns: E (eV), Re r, Im r, Re R, Im R, Im Li2(R), prefactor, Phi
0.04000   0.9244   0.0056    0.8545    0.0104   0.0235   0.0030  0.00007
0.06000   1.3000   0.0615    1.6861    0.1598   1.6893   0.0236  0.03993
0.06600   2.2553   0.4971    4.8393    2.2421   4.6190   0.1102  0.50902
0.06906   0.7015   5.1173  -25.6948    7.1795   0.9047   3.6474  3.29968
0.07200  -0.8174   0.5266    0.3909   -0.8609  -0.9563  -0.3221  0.30800
0.08000   0.2724   0.0421    0.0724    0.0229   0.0238   0.0772  0.00184
|R| at surface phonon energy: 26.679
thermal energy difference there: 0.005635 eV
flux per photon energy there: 1.146e+05 W/(cm2 eV)
largest Phi: 3.2924 at 0.0690 eV
share of flux from 0.06 to 0.08 eV: 98.7 %
total electrostatic flux: 389.00 W/cm2
same flux: 2.428e+05 eV/(s angstrom2)
blackbody exchange: 0.0992 W/cm2
electrostatic flux / blackbody exchange: 3920
gap 10 nm: full retarded / electrostatic flux 1.0014
gap 100 nm: full retarded / electrostatic flux 1.1166
gap 1000 nm: full retarded / electrostatic flux 5.9374
rough lattice constant: 0.42 nm
one tenth of 2 pi/lattice constant: 1.496 1/nm
gap 1 nm: fraction of flux above that k: 5.03e-01
gap 10 nm: fraction of flux above that k: 1.15e-11
one surface detuned by 0.001 eV: flux x 0.898
one surface detuned by 0.002 eV: flux x 0.711
one surface detuned by 0.004 eV: flux x 0.426
damping 0.001 eV in both: flux x 0.882
damping 0.004 eV in both: flux x 0.983
slow gap waviness of amplitude 2 nm: flux x 1.063
N2 pressure with equal gas heat flux: 265 Torr
```
